# Finding Hubbard U from bare and interacting occupation responses

## The problem

A localized metal shell in an oxide holds $n$ electrons, both spins counted together. A weak probe adds the term $\alpha n$ to the energy, so a positive $\alpha$ raises the shell and pushes electrons out of it. Two responses have been calculated at $\alpha=0$:

- the bare response, with the interaction potential frozen at its unperturbed value, $\chi_0=(dn/d\alpha)_{\rm frozen}=-0.5$ per eV;
- the interacting response, after the calculation has been brought back to self-consistency, $\chi=dn/d\alpha=-0.125$ per eV.

What is the Hubbard $U$ of the shell?

Here $U$ means the second derivative, with respect to $n$, of the interaction energy in the mean-field functional being used. The "interaction potential" is the Hartree and exchange-correlation part of the one-electron potential. Both responses use the same definition of the shell and the same simulation cell. The ground state is stable and non-degenerate, and for now this shell alone carries an interaction that reacts to the probe. Numbers are in eV; the algebra is in atomic units and contains no unit-dependent factor.

## A tempting solution

Let $E(n)$ be the lowest energy the system can have when the shell is constrained to hold $n$ electrons. With the probe on, the system chooses the $n$ that minimizes $E(n)+\alpha n$. At the minimum the derivative vanishes:

$$
\frac{dE}{dn}+\alpha=0,\qquad\text{so}\qquad \frac{dE}{dn}=-\alpha .
$$

This holds for each small $\alpha$, with $n$ following $\alpha$. Differentiating once more with respect to $n$ gives

$$
\frac{d^2E}{dn^2}=-\frac{d\alpha}{dn}=-\frac{1}{dn/d\alpha}=-\frac1\chi .
$$

The Hubbard energy is a curvature in the occupation, so one is led to write

$$
U\overset{?}{=}-\frac1\chi=\frac{1}{0.125\ \text{per eV}}=8\ \text{eV}.
$$

The bare response has not been used, which should raise a suspicion.

## Where it fails

The two derivatives are right. The last identification is wrong, because $E(n)$ is the whole energy and not the interaction energy alone.

A system without any interaction shows this. Let one metal orbital, at energy $\Delta$, be coupled by a hopping amplitude $-t$ to one ligand orbital at energy zero. Two electrons of opposite spin occupy the same combination of the two. If the metal holds $n$ electrons in total, the metal amplitude is $\sqrt{n/2}$ and the ligand amplitude is $\sqrt{1-n/2}$; equal signs give the lower energy for $t>0$. Each electron has the metal energy $\Delta n/2$ and the hopping energy $-2t\sqrt{n/2}\sqrt{1-n/2}$. Since

$$
\sqrt{\frac n2}\sqrt{1-\frac n2}=\frac12\sqrt{n(2-n)},
$$

the energy of the two electrons is

$$
T(n)=\Delta n-2t\sqrt{n(2-n)} .
$$

Write $g=n(2-n)$, so that $g'=2(1-n)$. Then

$$
T'=\Delta-\frac{2t(1-n)}{g^{1/2}},
$$

$$
T''=\frac{2t}{g^{1/2}}+\frac{2t(1-n)^2}{g^{3/2}}
=\frac{2t\,[\,g+(1-n)^2\,]}{g^{3/2}}=\frac{2t}{[n(2-n)]^{3/2}} .
$$

The last step uses $g+(1-n)^2=2n-n^2+1-2n+n^2=1$. The curvature is positive although there is no interaction. It is the cost of moving the electrons away from their preferred mixture of metal and ligand character. The tempting solution would assign a Hubbard $U$ to this non-interacting pair.

## The right solution

Split the constrained energy into two parts,

$$
E(n)=T(n)+W(n),
$$

where $T$ is the lowest one-electron energy at given $n$, including the fixed potential of the surroundings, and $W$ is the interaction energy. That $W$ depends on $n$ alone is the single-shell assumption. By definition $U=W''(n_0)$, where $n_0$ is the unperturbed occupation.

**Interacting response.** The minimum condition is $T'(n)+W'(n)+\alpha=0$. Differentiating with respect to $\alpha$ gives

$$
(T''+W'')\,\chi+1=0,\qquad\text{so}\qquad -\frac1\chi=T''+U .
$$

**Bare response.** Freezing the potential means that the shell continues to feel $W'(n_0)$, whatever its new occupation. The condition becomes $T'(n)+W'(n_0)+\alpha=0$. The middle term is now a constant, and differentiation gives

$$
T''\chi_0+1=0,\qquad\text{so}\qquad -\frac1{\chi_0}=T'' .
$$

The bare response therefore measures just the contribution that the tempting solution failed to remove. Subtracting the second result from the first,

$$
\boxed{U=\frac1{\chi_0}-\frac1\chi}
$$

With the given numbers,

$$
U=\frac{1}{-0.5}-\frac{1}{-0.125}=-2+8=6\ \text{eV},
$$

which is 0.2205 hartree. Of the total curvature of 8 eV, 2 eV is the cost of changing the orbital mixture and 6 eV comes from the interaction.

"Bare" does not mean that the interaction is deleted and the ground state solved again. That would change the starting orbitals and hence $T''$. The potential of the interacting ground state is kept, and only its reaction to the probe is suppressed.

## The same result seen through self-consistency

Let the probe change the occupation by $\delta n$. To first order the interaction potential on the shell changes by $U\delta n$, and the orbitals respond to the sum of probe and induced potential with the bare response:

$$
\delta n=\chi_0(\alpha+U\delta n).
$$

Collecting the terms in $\delta n$ gives $(1-U\chi_0)\delta n=\chi_0\alpha$, and therefore

$$
\chi=\frac{\chi_0}{1-U\chi_0}.
$$

Taking the reciprocal returns $1/\chi=1/\chi_0-U$, the boxed formula. For the present numbers $U\chi_0=-3$ and $\chi=-0.5/(1+3)=-0.125$ per eV, as given.

A probe of 0.1 eV makes the signs concrete. In linear response it changes the occupation by $-0.0125$. The loss of charge lowers the interaction potential by $6\times0.0125=0.075$ eV. The orbitals then feel a net shift of 0.025 eV, and $-0.5\times0.025=-0.0125$ closes the loop. Three quarters of the probe is screened by the shell's own interaction. Reversing the subtraction would give $-6$ eV and would predict $\chi=-0.5/(1-3)=+0.25$ per eV, in conflict with the data in both sign and size.

Three limits follow. If $U\to0$, then $\chi\to\chi_0$. If $U|\chi_0|\gg1$, the ratio of $-1/\chi$ to $U$ tends to 1, and the tempting solution has a small relative error, although the difference $-1/\chi_0$ remains; here the product is 3, and the tempting value is too high by one third of the correct $U$. If $U$ is negative and $U\chi_0$ approaches 1 from below, $\chi$ diverges: the total curvature $T''+U$ goes to zero, the assumed state ceases to be a local minimum of the energy, and linear response fails. A state with a quite different occupation may become lower in energy before that point, which the linear response does not reveal.

The loop also shows how to obtain both responses in practice. Start from the converged state and switch on the probe. The first diagonalization, made before the potential is updated, gives $\delta n_1=\chi_0\alpha$, the bare response. If each output is fed straight back, the deviation from the self-consistent answer is multiplied by $U\chi_0=-3$ at each step and grows. If a fraction $m$ of the new occupation is mixed with $1-m$ of the old one, the factor is $(1-m)-3m=1-4m$. In this linear, single-shell problem the iteration converges for $0<m<1/2$.

## A check by direct calculation

The metal-ligand pair can be given parameters that reproduce the bare datum. Choose $n_0=1.5$, so that $n_0(2-n_0)=0.75$ and $0.75^{3/2}=0.6495$. Requiring $T''=2$ eV gives

$$
t=\frac{2\ \text{eV}\times0.6495}{2}=0.6495\ \text{eV}.
$$

Let $\Delta$ include the interaction potential of the unperturbed state. The frozen one-electron energy is then stationary at $n_0$, and $T'=0$ gives

$$
\Delta=\frac{2t(1-n_0)}{\sqrt{n_0(2-n_0)}}=-0.75\ \text{eV}.
$$

The two levels of the pair are $\sqrt{\Delta^2+4t^2}=1.5$ eV apart. With this choice of $\Delta$, the remaining interaction energy is $\tfrac12U(n-n_0)^2$; its linear part is already in $\Delta$. This is an assumed interaction that depends on the total occupation only, not on spin. It is not the mean field of a term $U_H n_\uparrow n_\downarrow$ on the single orbital. With $m=n_\uparrow-n_\downarrow$ that term gives $W=U_H(n^2-m^2)/4$, so the boxed formula would return $U_H/2$, and a curvature of 6 eV would need $U_H=12$ eV. The one-electron curvature with respect to $m$ equals $T''$, so the total curvature in $m$ would be $2-6=-4$ eV and the unpolarized state would be unstable.

Diagonalizing the pair with a small probe gave $\chi_0=-0.50000$ per eV. Repeating the calculation self-consistently with $U=6$ eV gave $\chi=-0.12500$ per eV. This second number was not fitted: it tests whether an interaction of 6 eV turns the first given response into the second. Energies of explicitly constrained states gave curvatures of 2.0000 eV without the interaction and 8.0000 eV with it. The slope relation was tested away from the origin as well: at $\alpha=0.2$ eV the self-consistent energies gave $dE/dn=-0.20000$ eV. These values stand in the numerical output.

## How accurate must the responses be?

Differentiating the boxed formula gives

$$
dU=-\frac{d\chi_0}{\chi_0^2}+\frac{d\chi}{\chi^2}
=-(4\ \text{eV}^2)\,d\chi_0+(64\ \text{eV}^2)\,d\chi .
$$

An error of 0.001 per eV moves $U$ by 0.004 eV if it is in $\chi_0$ and by 0.064 eV if it is in $\chi$. The smaller response needs the smaller absolute error, because its reciprocal is steeper.

Rounding of the data can matter more. If "minus 0.5" were known only to lie between $-0.55$ and $-0.45$ per eV, with $\chi$ held fixed, $U$ would lie between 6.18 and 5.78 eV. The answer 6 eV takes the stated responses at face value.

The probe must also be weak. In the pair $T''$ varies with $n$, and its derivative is

$$
T'''=-3t\,g^{-5/2}g'=-\frac{6t(1-n)}{[n(2-n)]^{5/2}},
$$

which is 4.0 eV at $n=1.5$. For a finite occupation change $\delta$, expanding the minimum condition gives

$$
\frac{\alpha}{\delta}=-\left(T''+\tfrac12T'''\delta\right)
$$

for the frozen calculation, and the same expression with $T''+U$ in place of $T''$ for the self-consistent one. If the occupation changes are $\delta_0$ and $\delta_1$ respectively, a one-sided estimate of $U$ is

$$
\frac{\alpha}{\delta_0}-\frac{\alpha}{\delta_1}\simeq U+\tfrac12T'''(\delta_1-\delta_0).
$$

At $\alpha=0.1$ eV the linear changes are $\delta_0=-0.05$ and $\delta_1=-0.0125$, so the predicted error is $\tfrac12\times4.0\times0.0375=0.075$ eV. The full calculation gave 6.0715 eV, an error of 0.0715 eV. Using probes of $+0.1$ and $-0.1$ eV cancels this leading error, which changes sign with the probe, and gave 6.0015 eV.

## When more than one site reacts

The scalar formula answers the question as posed, but it cannot tell whether its single-shell assumption is true. Suppose that the ligand in the pair has its own interaction $U_p$, that the metal has $U_d$, and that the two sites interact through $V$. The pair is closed, so $\delta n_p=-\delta n_d$. The potentials change by

$$
\delta v_d=\alpha+U_d\delta n_d+V\delta n_p=\alpha+(U_d-V)\delta n_d,
$$

$$
\delta v_p=V\delta n_d+U_p\delta n_p=(V-U_p)\delta n_d .
$$

A shift common to both sites does not alter the orbitals at fixed electron number. Only the difference acts:

$$
\delta v_d-\delta v_p=\alpha+(U_d+U_p-2V)\delta n_d .
$$

Comparison with $\alpha+U\delta n$ shows that the scalar formula now returns $U_d+U_p-2V$. The assumed values $U_d=5.5$, $U_p=1.5$ and $V=0.5$ eV give $5.5+1.5-1.0=6$ eV, and the self-consistent calculation confirmed it. The same two responses are thus compatible with a metal interaction of 5.5 eV. More precise values of $\chi_0$ and $\chi$ would not resolve this ambiguity.

For several sites, collect the occupation changes and probes in vectors $\delta\mathbf n$ and $\mathbf a$, the bare responses in a matrix $X_0$ and the interactions in a matrix $K$. Then

$$
\delta\mathbf n=X_0(\mathbf a+K\delta\mathbf n)
\quad\Rightarrow\quad
(1-X_0K)\delta\mathbf n=X_0\mathbf a .
$$

The interacting response matrix is $X=(1-X_0K)^{-1}X_0$. Its inverse is $X^{-1}=X_0^{-1}(1-X_0K)=X_0^{-1}-K$, so

$$
K=X_0^{-1}-X^{-1}.
$$

The on-site $U$ is a diagonal element of this matrix. The result requires that every site whose interaction reacts is included and that the inverses exist. They do not exist if both sites of the closed pair are included: a uniform probe moves no charge, so $X_0$ has a zero eigenvalue. The data then fix only the combination found above.

The inverses do exist for the two metals in a chain of ligand, metal, ligand, metal, ligand with four electrons, because the metals can exchange charge with the ligands. Let there be interactions on and between the metals only, so that the ligands need not be included in the matrices. Its one-electron energies were scaled to make the local bare response $-0.5$ per eV. The interaction was then adjusted until the local interacting response was $-0.125$ per eV, so the scalar formula gives 6 eV in each case. With $V=0$ between the metals, the matrix formula also gives $U=6.000$ eV. With an assumed $V=1$ eV it gives $U=6.120$ eV.

The size of this shift can be understood by neglecting the small bare response between the metals, $-0.0028$ per eV. The matrix $-X^{-1}$ then has $x=2+U$ on its diagonal and $V$ off it, in eV. Inverting it gives the local response

$$
\chi=-\frac{x}{x^2-V^2}=-\frac18 .
$$

For $V=1$ this becomes $x^2-8x-1=0$, whose positive root with $U>0$ is $x=4+\sqrt{17}=8.123$. Hence $U=6.123$ eV, close to the full value. In this chain the scalar error comes mainly from the interaction between metals, not from their bare coupling.

## Reading the number for oxide films

A $U$ of several eV is of the rough size used for open 3d shells in transition-metal oxides such as NiO. The pair is not a model of NiO: it has one metal orbital holding at most two electrons, while a 3d shell holds ten, and the 1.5 eV level gap of the pair follows from the given bare response and the assumed occupation of 1.5, not from a material. Real oxides break the single-shell assumption, since oxygen and neighbouring metal atoms also react. For the interactions assumed above, this moves the metal value from 6 eV to 5.5 eV in the pair and to 6.12 eV in the chain. These shifts reflect the small assumed interactions and do not size the effect in a material. There all other electrons react, and the formula applied to the 3d shell alone returns an interaction screened by them, which can lie many eV below the repulsion within the shell itself. The values of several eV in common use are of this screened kind. In an amorphous film the sites have different surroundings, so one pair of responses describes one site and not a film average. Disorder, lattice relaxation, the several orbitals of a shell and correlation beyond mean field are not sized here. Temperature is unimportant for the pair. With Fermi-Dirac filling and the chemical potential at midgap, which fixes the electron number only on average, the lower level is depleted at 300 K by a fraction of about $2.5\times10^{-13}$. With exactly two electrons in the pair the depletion is smaller still.

The nearly full 3d shell of zinc, an element used in amorphous oxide semiconductors, calls for more caution. Keep $t$ and $U$ fixed in the pair, but lower the metal level until $n_0=1.98$. The formula for $T''$ now contains $1.98\times0.02=0.0396$ raised to the power $3/2$, and the bare curvature rises to about 165 eV. The calculated responses are $\chi_0=-0.006066$ and $\chi=-0.005853$ per eV. Their reciprocals still differ by 6 eV, but this is now a small difference between about 165 and 171 eV. Increasing the magnitude of $\chi$ by one per cent, with $\chi_0$ held fixed, changes $U$ by 1.7 eV; in the original problem the same relative error changes it by 0.08 eV. A linear-response $U$ for a nearly full shell should therefore be quoted with the numerical uncertainty of both responses carried through the subtraction.

## Values computed for the example and the checks

```
given bare response chi0 = -0.500 1/eV
given interacting response chi = -0.125 1/eV
bare curvature -1/chi0 = 2.000 eV
total curvature -1/chi = 8.000 eV
Hubbard U = 6.000 eV = 0.2205 hartree
screening ratio chi0/chi = 4.000
pair: metal occupation = 1.500 electrons
pair: hopping t = 0.6495 eV
pair: metal minus ligand level = -0.7500 eV
pair: level gap = 1.5000 eV
pair: diagonalized chi0 = -0.50000 1/eV
pair: self-consistent chi = -0.12500 1/eV
pair: recovered U = 6.0000 eV
constrained states: bare curvature = 2.0000 eV
constrained states: total curvature = 8.0000 eV
at alpha = 0.200 eV: dE/dn = -0.20000 eV
dU/dchi0 = -4.000 eV^2, dU/dchi = 64.000 eV^2
error 0.001 1/eV in chi0 moves U by 0.0040 eV
error 0.001 1/eV in chi moves U by 0.0640 eV
if chi0 were -0.55 1/eV: U = 6.182 eV
if chi0 were -0.45 1/eV: U = 5.778 eV
probe size = 0.10 eV: two-sided U = 6.0015 eV
probe size = 0.10 eV: one-sided U = 6.0715 eV
hidden terms: U_d = 5.50, U_p = 1.50, V = 0.50 eV
hidden terms: scalar formula gives 6.0000 eV
chain: bare local response = -0.5000 1/eV
chain: bare metal-metal response = -0.0028 1/eV
chain, V = 0.0 eV: local chi = -0.1250 1/eV, scalar U = 6.000 eV
chain, V = 0.0 eV: matrix U = 6.000 eV, matrix V = 0.000 eV
chain, V = 1.0 eV: local chi = -0.1250 1/eV, scalar U = 6.000 eV
chain, V = 1.0 eV: matrix U = 6.120 eV, matrix V = 1.000 eV
thermal energy at 300 K = 0.02585 eV
thermal depletion of lower level = 2.5e-13
nearly full shell: occupation = 1.98 electrons
nearly full shell: chi0 = -0.006066 1/eV
nearly full shell: chi = -0.005853 1/eV
nearly full shell: recovered U = 6.0000 eV
1 percent error in chi, example: U error = 0.079 eV
1 percent error in chi, full shell: U error = 1.692 eV
```
